**Total normal emissivity of a metal: the Hagen-Rubens limit and its range**

The program tests ε_N ≈ C₁√(ρT), where ε_N is the total normal emissivity, ρ the resistivity in Ω cm and T the temperature in K. The formula gives C₁ = 0.5753 (Ω cm K)^(−1/2), so the coefficient 0.576 is 0.12% high. Assertions compare the Planck moments with direct quadrature, and the Hagen-Rubens law with Joule heat integrated from the fields. Others compare C₁, the next coefficient C₂ and the first carrier-inertia correction with wavelength averages of the full Fresnel emissivity. For a zirconium-like emitter at 1000 K with rough inputs, the rule gives 0.199 and the full Drude response gives 0.119. The program also asserts that the full Drude result stays below 0.8 of the rule when temperature and resistivity are halved together, and that it exceeds 0.95 of the rule at 20 K with resistivity and relaxation time held fixed. The output sizes interband absorption with a model oscillator, and it gives the share of emitted power above a 0.6 eV cell gap.

## Check in Python

```python
"""
Result under test: the total normal emissivity of a local Ohmic metal tends to
    C1*sqrt(rho*T),  C1 = M(1/2)*sqrt(0.01*8*eps0*kB/hbar),
with rho in ohm cm and T in K, when eps0*omega*rho and omega*tau are both small.
M(p) is the Planck-weighted mean of x**p, where x = hbar*omega/(kB*T).
tau is the carrier relaxation time, m the complex refractive index, and
fields vary as exp(-i*omega*t). Internal calculations use SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, zeta

eps0, hbar, kB, c = const.epsilon_0, const.hbar, const.k, const.c
c2 = const.h * c / kB
eV = const.e


def moment(p):
    """Planck-weighted mean of x**p in closed form."""
    return gamma(4 + p) * zeta(4 + p) / (gamma(4) * zeta(4))


def permittivity(omega, rho, tau=0.0):
    """Relative permittivity of free carriers in vacuum background."""
    return 1 + 1j / (eps0 * omega * rho * (1 - 1j * omega * tau))


def fresnel_emissivity(eps):
    """Normal emissivity as one minus the reflected power fraction."""
    m = np.sqrt(eps)
    r = (1 - m) / (1 + m)
    return 1 - np.abs(r)**2


nodes, weights = np.polynomial.legendre.leggauss(400)


def band_integral(emissivity, T, x_low=1e-3, x_high=80.0):
    """Integral over wavelength of emissivity/(lambda^5*(exp(x)-1))."""
    y_low = np.log(c2 / (x_high * T))
    y_high = np.log(c2 / (x_low * T))
    y = 0.5 * (y_high - y_low) * nodes + 0.5 * (y_high + y_low)
    lam = np.exp(y)
    omega = 2 * np.pi * c / lam
    integrand = emissivity(omega) * lam**-4 / np.expm1(c2 / (lam * T))
    return 0.5 * (y_high - y_low) * np.sum(weights * integrand)


def total_emissivity(emissivity, T):
    return band_integral(emissivity, T) / band_integral(np.ones_like, T)


def total_drude(rho, T, tau=0.0):
    return total_emissivity(
        lambda w: fresnel_emissivity(permittivity(w, rho, tau)), T)


# Derived coefficients, for resistivity in ohm cm
C1 = moment(0.5) * np.sqrt(0.01 * 8 * eps0 * kB / hbar)
C2 = moment(1.0) * 0.01 * 4 * eps0 * kB / hbar
C_lambda = np.sqrt(16 * np.pi * eps0 * c)  # same number in SI or in cm units

# Planck moments against direct quadrature
planck_norm = quad(lambda x: x**3 / np.expm1(x), 0, 100)[0]
for p in (0.5, 1.0, 1.5):
    direct = quad(lambda x: x**(3 + p) / np.expm1(x), 0, 100)[0]
    assert abs(direct / planck_norm / moment(p) - 1) < 1e-7

# The wavelength integral must reproduce the Stefan-Boltzmann law
flux = 2 * np.pi * const.h * c**2 * band_integral(np.ones_like, 1000.0)
assert abs(flux / (const.sigma * 1000.0**4) - 1) < 1e-7

# Absorption as Joule heat, with fields from the two continuity conditions
rho_test, lam_test = 1e-8, 100e-6
omega_test = 2 * np.pi * c / lam_test
m_test = np.sqrt(permittivity(omega_test, rho_test))
r_test, t_test = np.linalg.solve(
    np.array([[1, -1], [-1, -m_test]]), np.array([-1, -1]))
k0 = omega_test / c
depth_test = 1 / (k0 * m_test.imag)


def joule_density(s):
    field = t_test * np.exp(1j * m_test * k0 * depth_test * s)
    return 0.5 * abs(field)**2 / rho_test


joule = depth_test * quad(joule_density, 0, 30)[0] / (0.5 * eps0 * c)
hagen_rubens = C_lambda * np.sqrt(rho_test / lam_test)
assert abs(joule / (1 - abs(r_test)**2) - 1) < 1e-7
# The next term of the expansion is about 0.2 percent here
assert abs(joule / hagen_rubens - 1) < 3e-3

# Leading coefficient from the full Fresnel response at very small rho*T
T_test = 1000.0
rho_small = 1e-13
C1_numeric = total_drude(rho_small, T_test) / np.sqrt(100 * rho_small * T_test)
assert abs(C1_numeric / C1 - 1) < 1e-4
assert round(C1, 3) == 0.575

# Next coefficient from the remainder; third order contributes about 0.3 percent
rho_mid = 1e-9
q = 100 * rho_mid * T_test
C2_numeric = (C1 * np.sqrt(q) - total_drude(rho_mid, T_test)) / q
assert abs(C2_numeric / C2 - 1) < 5e-3

# First inertia correction from the full Drude response
a_small = 1e-3
tau_small = a_small * hbar / (kB * T_test)
rho_tiny = 1e-15
deficit = 1 - (total_drude(rho_tiny, T_test, tau_small)
               / total_drude(rho_tiny, T_test))
x_mean = moment(1.5) / moment(0.5)
assert abs(deficit / (0.5 * a_small * x_mean) - 1) < 5e-3

# Inertia factor at finite omega*tau, in the small-impedance limit
for s in (0.3, 1.0, 3.0):
    ratio = (fresnel_emissivity(permittivity(1e14, 1e-13, s / 1e14))
             / fresnel_emissivity(permittivity(1e14, 1e-13)))
    assert abs(ratio / np.sqrt(np.sqrt(1 + s*s) - s) - 1) < 1e-4

# Zirconium-like emitter, rough typical inputs
T = 1000.0
rho_cm = 120e-6
rho = 0.01 * rho_cm
plasma_eV = 4.5
omega_p = plasma_eV * eV / hbar
tau = 1 / (eps0 * omega_p**2 * rho)
a = kB * T * tau / hbar
omega_mean = x_mean * kB * T / hbar

rule = C1 * np.sqrt(rho_cm * T)
two_terms = rule - C2 * rho_cm * T
ohmic = total_drude(rho, T)
drude = total_drude(rho, T, tau)
assert abs(two_terms - ohmic) < 0.003
assert drude < ohmic < rule

# Cooling with rho proportional to T, then cooling at fixed rho and tau
ratio_hot = drude / rule
ratio_half = total_drude(rho / 2, T / 2, 2 * tau) / (
    C1 * np.sqrt(rho_cm / 2 * T / 2))
T_cold = 20.0
ratio_cold = total_drude(rho, T_cold, tau) / (C1 * np.sqrt(rho_cm * T_cold))
assert ratio_hot < 0.8 and ratio_half < 0.8
assert abs(ratio_hot - ratio_half) < 0.05
assert 0.95 < ratio_cold < 1.0

# Broad model oscillator to size interband absorption
osc_strength, osc_centre, osc_width = 5.0, 1.5, 1.5


def with_interband(omega):
    E = hbar * omega / eV
    oscillator = osc_strength**2 / (osc_centre**2 - E**2 - 1j * osc_width * E)
    return fresnel_emissivity(permittivity(omega, rho, tau) + oscillator)


interband = total_emissivity(with_interband, T)
assert interband > drude

# Nonlocality: mean free path against field depth
speed = 1e6
mean_free_path = speed * tau
m_mean = np.sqrt(permittivity(omega_mean, rho, tau))
field_depth = c / (omega_mean * m_mean.imag)
assert mean_free_path < 0.1 * field_depth

# Share of emitted power above a photovoltaic cell gap
gap_eV = 0.6
x_gap = gap_eV * eV / (kB * T)


def share_above_gap(emissivity):
    return (band_integral(emissivity, T, x_low=x_gap)
            / band_integral(emissivity, T))


share_rule = share_above_gap(lambda w: np.sqrt(8 * eps0 * w * rho))
share_drude = share_above_gap(
    lambda w: fresnel_emissivity(permittivity(w, rho, tau)))


def show(label, value, unit="(no unit)"):
    print(f"{label}: {value} {unit}")


show("Spectral coefficient, rho in ohm cm, lambda in cm",
     f"{C_lambda:.4f}", "ohm^-1/2")
show("Planck mean of x^(1/2)", f"{moment(0.5):.5f}")
show("Planck mean of x", f"{moment(1.0):.5f}")
show("Planck mean of x^(3/2)", f"{moment(1.5):.5f}")
show("C1 from formula", f"{C1:.5f}", "(ohm cm K)^-1/2")
show("C1 from full Fresnel average", f"{C1_numeric:.5f}", "(ohm cm K)^-1/2")
show("Excess of 0.576 over C1", f"{100*(0.576/C1-1):.2f}", "%")
show("C2 from formula", f"{C2:.4f}", "(ohm cm K)^-1")
show("C2 from full Fresnel average", f"{C2_numeric:.4f}", "(ohm cm K)^-1")
show("Joule-heat test: resistivity", f"{rho_test*1e8:.1f}", "microohm cm")
show("Joule-heat test: wavelength", f"{lam_test*1e6:.0f}", "um")
show("Joule-heat test: absorbed fraction", f"{joule:.6f}")
show("Joule-heat test: Hagen-Rubens value", f"{hagen_rubens:.6f}")
show("Zr example: temperature", f"{T:.0f}", "K")
show("Zr example: rough resistivity", f"{rho_cm*1e6:.0f}", "microohm cm")
show("Zr example: rough plasma energy", f"{plasma_eV:.1f}", "eV")
show("Product rho*T", f"{rho_cm*T:.3f}", "ohm cm K")
show("Relaxation time", f"{tau*1e15:.2f}", "fs")
show("kB*T*tau/hbar", f"{a:.3f}")
show("Mean x of emitted power in the rule", f"{x_mean:.3f}")
show("Wavelength at that x", f"{c2/(T*x_mean)*1e6:.2f}", "um")
show("omega*tau at that x", f"{omega_mean*tau:.2f}")
show("Emissivity, simple rule", f"{rule:.4f}")
show("Emissivity, two-term formula", f"{two_terms:.4f}")
show("Emissivity, full Fresnel without inertia", f"{ohmic:.4f}")
show("Emissivity, full Drude", f"{drude:.4f}")
show("Full Drude / rule at 1000 K", f"{ratio_hot:.3f}")
show("Full Drude / rule at 500 K, rho halved", f"{ratio_half:.3f}")
show("Full Drude / rule at 20 K, rho and tau fixed", f"{ratio_cold:.3f}")
show("Model oscillator: strength energy", f"{osc_strength:.1f}", "eV")
show("Model oscillator: centre", f"{osc_centre:.1f}", "eV")
show("Model oscillator: width", f"{osc_width:.1f}", "eV")
show("Emissivity, Drude plus oscillator", f"{interband:.4f}")
show("Rough carrier speed", f"{speed:.1e}", "m/s")
show("Mean free path", f"{mean_free_path*1e9:.2f}", "nm")
show("Field depth at mean x", f"{field_depth*1e9:.1f}", "nm")
show("Rule change for 10% higher resistivity",
     f"{100*(C1*np.sqrt(1.1*rho_cm*T)/rule-1):.2f}", "%")
show("Cell gap", f"{gap_eV:.1f}", "eV")
show("Emitted power above gap, Hagen-Rubens", f"{100*share_rule:.1f}", "%")
show("Emitted power above gap, full Drude", f"{100*share_drude:.1f}", "%")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Spectral coefficient, rho in ohm cm, lambda in cm: 0.3653 ohm^-1/2
Planck mean of x^(1/2): 1.88916 (no unit)
Planck mean of x: 3.83223 (no unit)
Planck mean of x^(3/2): 8.26341 (no unit)
C1 from formula: 0.57530 (ohm cm K)^-1/2
C1 from full Fresnel average: 0.57528 (ohm cm K)^-1/2
Excess of 0.576 over C1: 0.12 %
C2 from formula: 0.1777 (ohm cm K)^-1
C2 from full Fresnel average: 0.1773 (ohm cm K)^-1
Joule-heat test: resistivity: 1.0 microohm cm
Joule-heat test: wavelength: 100 um
Joule-heat test: absorbed fraction: 0.003646 (no unit)
Joule-heat test: Hagen-Rubens value: 0.003653 (no unit)
Zr example: temperature: 1000 K
Zr example: rough resistivity: 120 microohm cm
Zr example: rough plasma energy: 4.5 eV
Product rho*T: 0.120 ohm cm K
Relaxation time: 2.01 fs
kB*T*tau/hbar: 0.264 (no unit)
Mean x of emitted power in the rule: 4.374 (no unit)
Wavelength at that x: 3.29 um
omega*tau at that x: 1.15 (no unit)
Emissivity, simple rule: 0.1993 (no unit)
Emissivity, two-term formula: 0.1780 (no unit)
Emissivity, full Fresnel without inertia: 0.1796 (no unit)
Emissivity, full Drude: 0.1192 (no unit)
Full Drude / rule at 1000 K: 0.598 (no unit)
Full Drude / rule at 500 K, rho halved: 0.616 (no unit)
Full Drude / rule at 20 K, rho and tau fixed: 0.974 (no unit)
Model oscillator: strength energy: 5.0 eV
Model oscillator: centre: 1.5 eV
Model oscillator: width: 1.5 eV
Emissivity, Drude plus oscillator: 0.1411 (no unit)
Rough carrier speed: 1.0e+06 m/s
Mean free path: 2.01 nm
Field depth at mean x: 54.1 nm
Rule change for 10% higher resistivity: 4.88 %
Cell gap: 0.6 eV
Emitted power above gap, Hagen-Rubens: 11.9 %
Emitted power above gap, full Drude: 8.7 %
ALL CHECKS PASSED
```
